\section*{Why resonant x-ray and Auger lines can be narrower than core-hole widths}

A model core-excited state with a lifetime of 1.32 fs has a Lorentzian absorption line of full width at half maximum (FWHM) 0.500 eV (0.0184 hartree). Excited on resonance at 500 eV by light of FWHM 0.118 eV, it emits a line of FWHM 0.143 eV (0.0052 hartree), which is 0.285 of the core width. When the photon energy is raised by 0.500 eV, the line moves by 0.492 eV. The emission comes from the decay of a state whose energy is uncertain by half an electronvolt, yet the line is much sharper than that, it follows the light, and it follows with a small lag. All three facts come out of one solvable model.

\section{The model}

Formulas are in atomic units ($\hbar=1$); numbers are in eV. The ground state $g$ has energy zero and one discrete core-excited state $c$ lies at $\omega_c$. It decays into continua, one of which is observed: a discrete final state $f$ of energy $\omega_f$ plus an emitted particle of energy $\varepsilon$. The particle is a photon in resonant inelastic x-ray scattering and an electron in resonant Auger decay, where $\omega_f$ is the energy of the final ion. Both cases enter through a coupling $v$ and a density of states $\rho$, taken constant over a few core widths, so the same equations hold. The state $f$ decays in its turn with half-width $\gamma$, and this later decay is assumed to leave $\varepsilon$ unchanged. Nuclear motion and pure dephasing are absent, and so is the direct path from $g$ to $f$ plus a particle (direct photoionization or non-resonant scattering), which would interfere with the resonant one.

The light is a classical pulse with carrier $\Omega$ in the rotating-wave approximation. After the phase $e^{-i\omega_c t}$ is removed from all excited amplitudes, the $g$--$c$ coupling $V(t)$ is an envelope times $e^{-i\Delta t}$, and energies are counted from the resonance:
\begin{equation}
\Delta=\Omega-\omega_c,\qquad x_j=\varepsilon_j+\omega_f-\omega_c .
\end{equation}
Thus $x=0$ is the emission energy $\omega_c-\omega_f$. For a weak field the ground amplitude stays close to 1, and with real $v_j$
\begin{equation}
i\dot a_c=V(t)+\sum_j v_j a_j,\qquad i\dot a_j=(x_j-i\gamma_j)\,a_j+v_j a_c .
\label{eom}
\end{equation}
The sum runs over all decay channels. No core width appears in these equations.

The parameters are round model values: $\omega_c=500$ eV, $\omega_f=10$ eV (line centre 490 eV), core half-width $\Gamma=0.25$ eV, $\gamma=0.025$ eV, and a share $\Gamma_f=0.3\,\Gamma$ of the decay in the observed channel. For photon emission near 500 eV the real share is far smaller; in the wide-band limit $\Gamma_f$ scales only the height of the line, not its shape.

\section{The Kramers--Heisenberg amplitude}

Write $a(t)=\int \frac{dy}{2\pi}\,\tilde a(y)e^{-iyt}$, so that $i\,d/dt\to y$. The variable $y=\omega-\omega_c$ is the frequency of a Fourier component of the light, measured from the resonance. The second equation of (\ref{eom}) becomes $(y-x_j+i\gamma_j)\tilde a_j=v_j\tilde a_c$. Inserting $\tilde a_j$ in the first gives
\begin{equation}
\tilde a_c=\frac{\tilde V(y)}{y-\Sigma(y)},\qquad \Sigma(y)=\sum_j\frac{v_j^2}{y-x_j+i\gamma_j}.
\end{equation}
For one channel $n$ that is flat on $-W<x<W$, set $\Gamma_n=\pi\rho_n v_n^2$. The antiderivative of $1/(y-x+i\gamma_n)$ in $x$ is $-\ln(y-x+i\gamma_n)$, and the principal logarithm is continuous because the argument stays in the upper half plane. Hence
\begin{equation}
\Sigma_n=\frac{\Gamma_n}{\pi}\left[\ln(y+W+i\gamma_n)-\ln(y-W+i\gamma_n)\right].
\label{band}
\end{equation}
With $z=y+i\gamma_n$ and $|z|\ll W$, the first logarithm is $\ln W+z/W$ and the second is $\ln W+i\pi-z/W$, so $\Sigma_n\simeq-i\Gamma_n+2\Gamma_n z/(\pi W)$. Summing the channels with $\Gamma=\sum_n\Gamma_n$, and dropping the small term in $\gamma_n/W$,
\begin{equation}
y-\Sigma\simeq(1-\eta)\,y+i\Gamma,\qquad \eta=\frac{2\Gamma}{\pi W}.
\label{eta}
\end{equation}
In the wide-band limit $\eta\to0$. A free amplitude then decays as $e^{-\Gamma t}$, the lifetime is $1/2\Gamma$, and in the observed channel
\begin{equation}
\tilde a_j(y)=\frac{v\,\tilde V(y)}{(y+i\Gamma)(y-x_j+i\gamma)} .
\label{kh}
\end{equation}
This is the Kramers--Heisenberg amplitude for one intermediate state. The core denominator contains the absorbed energy $y$ and not the emitted energy $x$.

State $j$ can return population to $c$ through $v_j$, but what it loses to its own later decay, at the rate $2\gamma|a_j|^2$, does not come back. The emission is then complete, so the probability of emission into $j$ is $2\gamma\int|a_j|^2dt$. Parseval's theorem turns the time integral into $\int\frac{dy}{2\pi}|\tilde a_j|^2$. Multiplying by $\rho=\Gamma_f/(\pi v^2)$ gives a probability per unit energy, and the factor $2\gamma/2\pi=\gamma/\pi$ completes a Lorentzian of unit area:
\begin{equation}
P(x)=\frac{\Gamma_f}{\pi}\int dy\,\frac{|\tilde V(y)|^2}{y^2+\Gamma^2}\,L_\gamma(y-x),\qquad
L_\gamma(u)=\frac{\gamma/\pi}{u^2+\gamma^2}.
\label{main}
\end{equation}
The phase of $\tilde V$ has dropped out. In this weak-field model the line depends on the spectrum of the light and not on the pulse duration, and an ensemble of fluctuating pulses enters through the average of $|\tilde V|^2$. An analyzer of finite resolution adds one more convolution in $x$, which is left out here.

Equation (\ref{main}) was tested by propagating $g$, $c$ and two discretized continua in time (1600 states, $W=32\,\Gamma$, spacing $0.08\,\Gamma$), with ground-state depletion kept and no $\Gamma$ inserted, in seven runs with six distinct pulses. With the self-energy (\ref{band}) in the denominator the largest deviation is $1.3\times10^{-6}$ of the peak height. With the wide-band denominator it is 0.039 of the peak height. Equation (\ref{eta}) accounts for that figure: for $|y|\gg\Gamma$ the core factor rises by $(1-\eta)^{-2}$, a relative change of about $2\eta=2\times0.0199=0.040$. A chirped pulse with the same spectrum, longer by a factor 1.187, gives the same line to $7\times10^{-9}$ of the peak height. Computed values quoted in the text are taken from the numerical output; the estimates set beside them follow by the arithmetic shown.

\section{Where the core width goes}

For monochromatic light $|\tilde V|^2\propto\delta(y-\Delta)$, and (\ref{main}) gives
\begin{equation}
P(x)\propto\frac{1}{\Delta^2+\Gamma^2}\,L_\gamma(x-\Delta).
\end{equation}
The core factor is now a constant. The line has FWHM $2\gamma$, whatever $\Gamma$ is, and its peak sits at $x=\Delta$, that is $\varepsilon=\Omega-\omega_f$, with unit slope. A test with an rms bandwidth of $0.005\,\Gamma$ at $\Delta=1.3\,\Gamma$ finds the peak at $1.3000\,\Gamma$ and a FWHM of 0.0502 eV, against $2\gamma=0.0500$ eV.

The reason is that energy is conserved between the initial state (ground state plus photon) and the final state, to within $\gamma$. The core state is intermediate. Its width measures the range of photon energies it accepts, and once a photon of energy $\omega$ has been accepted, the emitted particle carries $\omega-\omega_f$. The time picture agrees. If $\tilde V$ is concentrated near $y=\Delta$ on a scale small against $|\Delta+i\Gamma|$, the denominator may be taken at $y=\Delta$ and $a_c(t)\simeq V(t)/(\Delta+i\Gamma)$. The core amplitude is a damped, driven oscillator that forgets its own frequency and oscillates at the carrier for as long as the pulse lasts; it passes that phase on to the final states.

The core width survives in the intensity. Since $\int L_\gamma\,dx=1$,
\begin{equation}
\int P\,dx=\frac{\Gamma_f}{\pi}\int dy\,\frac{|\tilde V(y)|^2}{y^2+\Gamma^2},
\label{area}
\end{equation}
which does not depend on $\gamma$. At $\Delta=\Gamma$ the propagation gives 0.9987 for the ratio of areas with and without $\gamma$. The Lorentzian weight outside the band, $2\gamma/\pi W=0.1\times0.0199\approx0.0020$, is lost. The term in $\gamma_n/W$ dropped in (\ref{eta}) lowers the core half-width by the fraction $0.3\times0.0020=0.0006$ and at $y=\Gamma$ raises the core factor by the same fraction, which leaves a deficit near $0.0014$. As a function of $\Delta$, (\ref{area}) is the absorption Lorentzian convolved with the light spectrum, and its FWHM in the example is 0.528 eV, above $2\Gamma$.

The position of the core factor matters when $\gamma$ is not small. If $1/(y^2+\Gamma^2)$ is taken outside the integral at $y=x$, the line is overweighted roughly where $|x|<|\Delta|$ and underweighted farther from the resonance, on both sides of it. For a narrow band the ratio of this form to the correct line is roughly $(\Delta^2+\Gamma^2)/(x^2+\Gamma^2)$, largest at $x=0$, where the line itself is weak. For $\Delta=2\Gamma$ and $\gamma=0.3\,\Gamma$ this form misses the propagated line by up to 0.175 of the peak height, and the largest miss lies on the flank of the main peak toward the resonance, not at $x=0$.

\section{Gaussian bandwidth: narrowing and lag}

Let $|\tilde V|^2\propto\exp[-(y-\Delta)^2/2\sigma^2]$, with FWHM $2\sqrt{2\ln2}\,\sigma$; the example has $\sigma=0.05$ eV $=0.2\,\Gamma$ and FWHM 0.1177 eV. For $\gamma\to0$, $L_\gamma\to\delta$ and
\begin{equation}
P(x)\propto\frac{e^{-(x-\Delta)^2/2\sigma^2}}{x^2+\Gamma^2}.
\label{prod}
\end{equation}
The line is a product of the two profiles, not a convolution. For $|\Delta|\lesssim\Gamma$ the narrower factor governs it when the two widths are very different; when they are comparable, both shape the line. At large enough detuning the Gaussian does, whatever $\sigma$ is, because it suppresses $x=0$ by $e^{-\Delta^2/2\sigma^2}$ while the core factor falls only as $1/\Delta^2$.

Extrema follow from $d\ln P/dx=-(x-\Delta)/\sigma^2-2x/(x^2+\Gamma^2)=0$, or
\begin{equation}
\Delta=G(x)\equiv x+\frac{2\sigma^2x}{x^2+\Gamma^2}.
\label{peak}
\end{equation}
The peak is pulled toward the resonance, because the core factor favours the side of the light spectrum nearer to $y=0$. The pull is $x-\Delta=-2\sigma^2x/(x^2+\Gamma^2)$. Since $2|x|\Gamma\le x^2+\Gamma^2$, its size cannot exceed $\sigma^2/\Gamma$, a value reached at $|x|=\Gamma$; here $0.05^2/0.25=0.0100$ eV. To leading order in $\sigma^2$ one may set $x=\Delta$ on the right:
\begin{equation}
x\simeq\Delta-\frac{2\sigma^2\Delta}{\Delta^2+\Gamma^2}.
\label{pull}
\end{equation}
At $\Delta=\Gamma$ the root of (\ref{peak}) is 0.2400 eV and the propagated peak lies at 0.2402 eV. The slope of the dispersion is $1/G'(x)$, with
\begin{equation}
G'(x)=1+2\sigma^2\,\frac{\Gamma^2-x^2}{(x^2+\Gamma^2)^2}.
\end{equation}
At resonance it is $1/(1+2\sigma^2/\Gamma^2)=1/1.08=0.926$, a formula tested against numerically located maxima for narrow, intermediate and broad bands. The slope is 1 at $|x|=\Gamma$, exceeds 1 beyond it while $G'>0$, and returns to 1 at large detuning. Linear dispersion is therefore approximate at finite bandwidth; for $\sigma\ll\Gamma$ the slope deviates from 1 by at most about $2\sigma^2/\Gamma^2$, the value at resonance.

The same function fixes the number of peaks. With $u=x^2$, the fraction $h(u)=(\Gamma^2-u)/(u+\Gamma^2)^2$ has $h'(u)=(u-3\Gamma^2)/(u+\Gamma^2)^3$, so its minimum is $h(3\Gamma^2)=-2\Gamma^2/16\Gamma^4=-1/8\Gamma^2$. Then $\min G'=1-\sigma^2/4\Gamma^2$. For $\sigma\le2\Gamma$, $G$ increases monotonically and (\ref{peak}) has one root for every $\Delta$. For $\sigma>2\Gamma$, $G$ falls on an interval, and the detunings between its local extrema have three roots: two maxima and a minimum. Counting maxima over a scan of $\Delta$ gives at most one for $\sigma=1.9\,\Gamma$ and two for $\sigma=2.1\,\Gamma$.

At $\Delta=0$ both factors of (\ref{prod}) are even and fall with $|x|$. Normalize each to 1 at $x=0$: where either has dropped to $1/2$, the product is already below $1/2$, so the line is narrower than both. For the closed form let $s=1+x^2/\Gamma^2$ and $a=\Gamma^2/2\sigma^2$, so that $x^2/2\sigma^2=a(s-1)$. The half-height condition $e^{-a(s-1)}/s=\frac12$ rearranges to $s\,e^{as}=2e^{a}$; multiplying by $a$ gives $(as)e^{as}=2ae^a$, which the principal Lambert function solves:
\begin{equation}
\mathrm{FWHM}(\Delta=0)=2\Gamma\left[\frac{W_0(2ae^a)}{a}-1\right]^{1/2}.
\end{equation}
With $a=0.25^2/(2\times0.05^2)=12.5$ this is 0.1134 eV, against 0.1136 eV from the propagation. For small $\sigma$ the curvature $-d^2\ln P/dx^2=G'(x)/\sigma^2$ defines an effective width $\sigma/\sqrt{G'}$, which gives $0.1177/\sqrt{1.08}=0.1133$ eV.

In the opposite limit $\sigma\gg\Gamma$ and $|\Delta|\lesssim\Gamma$, the Gaussian is nearly flat across the core factor and the line approaches the Lorentzian of FWHM $2\Gamma$ at $x=0$. For $\sigma=3\Gamma=0.75$ eV the slope at resonance is $1/(1+18)=0.0526$. At $\Delta=0.25$ eV the peak has moved by 0.013 eV and the FWHM is 0.478 eV. The propagated width, 0.487 eV, is larger by the ratio 1.019, close to the stretch $1/(1-\eta)=1.020$ that (\ref{eta}) applies to the core Lorentzian. This limit is the ordinary lifetime-broadened line: every absorbed energy within $\Gamma$ is present, and their sharp lines add up to the full Lorentzian. For $\gamma>0$ that Lorentzian is convolved with $L_\gamma$, and the limiting FWHM is $2(\Gamma+\gamma)$, or 0.550 eV for $\gamma=0.025$ eV.

\section{Reading the example}

With $\gamma=0.025$ eV the product (\ref{prod}), read as a function of $y$, is convolved with $L_\gamma$. Let $\ell(y)=-\ln(y^2+\Gamma^2)$ and expand $\ell(y)\simeq\ell(\Delta)+\ell'(\Delta)(y-\Delta)$. Completing the square,
\begin{equation}
-\frac{(y-\Delta)^2}{2\sigma^2}+\ell'(y-\Delta)=-\frac{(y-\Delta-\sigma^2\ell')^2}{2\sigma^2}+\frac{\sigma^2\ell'^2}{2},
\end{equation}
so the product is a Gaussian shifted by $\sigma^2\ell'(\Delta)=-2\sigma^2\Delta/(\Delta^2+\Gamma^2)$. Its convolution with the symmetric $L_\gamma$ is a Voigt profile centred at the same point, and (\ref{pull}) holds for $\gamma>0$ at leading order in $\sigma^2$.

At $\Omega=500.250$ eV, (\ref{pull}) predicts a pull of $-2(0.0025)(0.25)/0.125=-0.0100$ eV; the computed value is $-0.0099$ eV and the peak lies at $490+0.25-0.0099=490.240$ eV. At $\Omega=500.500$ eV the prediction is $-2(0.0025)(0.5)/0.3125=-0.0080$ eV against $-0.0081$ eV, with the peak at 490.492 eV; this is the lag quoted at the start. The energy loss $\Omega-\varepsilon_{\rm peak}$ at the five detunings from $-2\Gamma$ to $2\Gamma$ lies between 9.990 and 10.010 eV, within $\sigma^2/\Gamma$ of $\omega_f$. The slope at resonance is 0.928, which differs from the $\gamma=0$ value 0.926 by an amount of the order of $(\sigma/\Gamma)^4=0.0016$, beyond the order of the argument above.

The FWHM at resonance, 0.1426 eV, exceeds the photon FWHM because of the convolution with $2\gamma=0.050$ eV. It rises to 0.1466 eV at $|\Delta|=\Gamma$ and 0.1473 eV at $2\Gamma$. This ordering follows $\sigma/\sqrt{G'}$, since $G'=1.08$ at $x=0$, $1$ at $|x|=\Gamma$ and $1-0.08\times3/25=0.990$ at $2\Gamma$.

The relative areas are 0.528 and 0.211 where monochromatic light would give $1/2$ and $1/5$. In units of $\Gamma$ let $F(y)=1/(1+y^2)$, with $F''=(6y^2-2)/(1+y^2)^3$. The Gaussian average is $F+\frac12\sigma^2F''$ to second order: $1-0.04=0.96$ at resonance, $0.5+0.01=0.51$ at $\Gamma$ and $0.2+0.0035=0.2035$ at $2\Gamma$. The ratios 0.531 and 0.212 lie within 1\% of the computed ones.

\section{Spectral tails: a second peak}

A narrow core of the light spectrum is not enough if the tails are heavy. Take a pulse switched on suddenly, $V=V_0\kappa\,\theta(t)\,e^{-(\kappa+i\Delta)t}$. Then $\tilde V=V_0\kappa\int_0^\infty e^{i(y-\Delta)t-\kappa t}dt=V_0\kappa/[\kappa-i(y-\Delta)]$, and for $\gamma\to0$
\begin{equation}
P(x)\propto\frac{1}{[(x-\Delta)^2+\kappa^2]\,(x^2+\Gamma^2)} .
\end{equation}
Setting $d\ln P/dx=0$ and clearing denominators,
\begin{equation}
x\,[(x-\Delta)^2+\kappa^2]+(x-\Delta)(x^2+\Gamma^2)=0 .
\label{lor}
\end{equation}
For $|\Delta|\gg\Gamma,\kappa$ there is a root near $x=\Delta$: to first order in $\kappa^2$, with $x-\Delta$ of that order, $\Delta\kappa^2+(x-\Delta)(\Delta^2+\Gamma^2)\simeq0$. There is another near $x=0$, where $x\Delta^2-\Delta\Gamma^2\simeq0$ gives $x\simeq\Gamma^2/\Delta$, which approaches the line centre as $|\Delta|$ grows. The ratio of heights tends to $P(0)/P(\Delta)=\kappa^2(\Delta^2+\Gamma^2)/[\Gamma^2(\Delta^2+\kappa^2)]\to\kappa^2/\Gamma^2$, a limit tested at large detuning.

The origin is visible in time. In the wide-band limit $\dot a_c=-\Gamma a_c-iV$ with $a_c(0)=0$ has the solution
\begin{equation}
a_c(t)=\frac{-iV_0\kappa}{\Gamma-\kappa-i\Delta}\left[e^{-(\kappa+i\Delta)t}-e^{-\Gamma t}\right],
\end{equation}
as substitution shows. The first term is the driven response at the carrier. The second is a free transient at the frequency and decay rate of the core state, required by the initial condition.

For $\kappa=0.075$ eV and $\Delta=1.00$ eV the estimate for the dispersing peak is $1.00-0.075^2/1.0625=0.9947$ eV, equal to the root of (\ref{lor}) at this precision. The other maximum is at 0.0726 eV, where the leading estimate $\Gamma^2/\Delta$ gives 0.0625 eV. The propagated line shows both peaks, at 0.0762 and 0.9946 eV. The height ratio is 0.101 when $P$ is evaluated at the two maxima (the simpler $P(0)/P(\Delta)$ gives 0.095), not yet at its limit 0.090, and 0.098 in the propagation, where the finite band raises the far peak by about $2\eta$.

\section{Continuum intermediate states}

Near a core ionization threshold $I_c$ the intermediate state is a core hole plus a photoelectron of energy $e\ge0$. Assume a flat ionization cross section and a spectator photoelectron, and neglect the Rydberg series and post-collision interaction. The intermediate energy is $I_c+e$ and the final energy $I_f+e+\varepsilon$, so $x=\varepsilon-(I_c-I_f)$ has the same origin for each $e$, while the detuning from that state is $\Delta-e$ with $\Delta=\Omega-I_c$. Different $e$ label orthogonal final states, so probabilities add. For $\gamma\to0$ and monochromatic light,
\begin{equation}
P(x)\propto\int_0^\infty de\,\frac{\delta(x-\Delta+e)}{x^2+\Gamma^2}=\frac{\theta(\Delta-x)}{x^2+\Gamma^2}.
\end{equation}
The unobserved photoelectron takes up the energy balance, and energy conservation survives as the upper limit $x\le\Delta$.

For $\Delta<0$ the maximum is the edge at $x=\Delta$, which disperses with unit slope. Half height on the low side requires $x^2+\Gamma^2=2(\Delta^2+\Gamma^2)$, so $|x|=\sqrt{2\Delta^2+\Gamma^2}$. For $\Delta\ge0$ the maximum is fixed at $x=0$, the lower half-height point is $-\Gamma$, and the upper one is the edge or $+\Gamma$, whichever is smaller:
\begin{equation}
\mathrm{FWHM}=\begin{cases}\sqrt{2\Delta^2+\Gamma^2}-|\Delta|, & \Delta<0,\\ \Gamma+\Delta, & 0\le\Delta\le\Gamma,\\ 2\Gamma, & \Delta>\Gamma.\end{cases}
\end{equation}
The first branch is stationary where $2|\Delta|=\sqrt{2\Delta^2+\Gamma^2}$, that is $\Delta^2=\Gamma^2/2$; the width there is $\sqrt2\,\Gamma-\Gamma/\sqrt2=\Gamma/\sqrt2$. It is a minimum, since the branch equals $\Gamma$ at threshold and grows as $(\sqrt2-1)|\Delta|$ far below it. With $\Gamma=0.25$ eV the minimum is 0.177 eV at $\Delta=-0.177$ eV. At $\Delta=-0.50$ eV the width is $\sqrt{0.5+0.0625}-0.5=0.250$ eV, and at $+0.75$ eV it is the normal, non-dispersing 0.500 eV.

An explicit sum of discrete-state lines over $e$, with a very small Gaussian bandwidth, tests these values at seven detunings. Below threshold the summed widths lie higher by up to 0.0024 eV. The bandwidth, $\sigma=0.002\,\Gamma$, replaces the step by the cumulative normal distribution $\Phi(t)$ with $t=(\Delta-x)/\sigma$. The maximum lies where $\Phi'/\Phi=2\sigma|x|/(x^2+\Gamma^2)$. At $\Delta=-2\Gamma$ the right side is $0.0016$, so $t\approx3.32$, and the maximum is lowered by the fraction $0.0016\times3.32+[1-\Phi(3.32)]=0.00531+0.00045=0.00576$. The logarithmic slope of the tail at the half-height point $x=-3\Gamma$ is $0.6/\Gamma$, so that point moves outward by $0.0096\,\Gamma=0.0024$ eV. The narrowing at a threshold scales with $\Gamma$ itself and cannot pass $\Gamma/\sqrt2$ for monochromatic light in this flat-continuum model, whereas at a discrete resonance the monochromatic width $2\gamma$ contains no $\Gamma$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
w_c = 500.0 eV, w_f = 10.0 eV, line centre w_c-w_f = 490.0 eV
G = 0.250 eV, core FWHM 2G = 0.500 eV = 0.01837 hartree
core lifetime hbar/2G = 1.316 fs; Gf/G = 0.3
sig = 0.0500 eV, photon FWHM = 0.1177 eV
gam = 0.0250 eV, final-state FWHM = 0.0500 eV
simulation: W = 32.0 G, spacing = 0.08 G, states = 1600, 2G/(pi W) = 0.0199
max error/peak vs finite-band formula = 1.3e-06
max error/peak vs wide-band formula = 0.0387
chirped vs unchirped, diff/peak = 7.4e-09
chirp lengthens pulse by factor 1.187
area(gam>0)/area(gam=0), simulated = 0.9987
wrong formula (D=2G, gam=0.3G), error/peak = 0.175
gam=0, D=0: a = 12.50, FWHM Lambert = 0.1134 eV, simulated = 0.1136 eV
gam=0, D=G: peak x cubic = 0.2400 eV, simulated = 0.2402 eV
largest pull sig^2/G = 0.0100 eV
slope at resonance: formula 0.9259, with gam>0 0.9277
D/G  Omega(eV)  peak(eV)  loss(eV)  pull(eV)  FWHM(eV)  rel.area
-2  499.5000  489.5081  9.9919  +0.0081  0.1473  0.2112
-1  499.7500  489.7599  9.9901  +0.0099  0.1466  0.5283
+0  500.0000  490.0000  10.0000  +0.0000  0.1426  1.0000
+1  500.2500  490.2401  10.0099  -0.0099  0.1466  0.5283
+2  500.5000  490.4919  10.0081  -0.0081  0.1473  0.2112
FWHM at resonance = 0.1426 eV = 0.00524 hartree = 0.285 of 2G
excitation-profile FWHM = 0.5282 eV
near-monochromatic sig=0.005G, D=1.3G: peak/G = 1.3000, FWHM = 0.0502 eV
broad sig=3G=0.75 eV, D=G: peak x = 0.0132 eV, FWHM = 0.4781 eV
broad simulated: peak x = 0.0137 eV, FWHM = 0.4870 eV; slope = 0.0526
max number of peaks: sig=1.9G 1, sig=2.1G 2
sudden pulse kap = 0.0750 eV, D = 1.00 eV
  peaks x: formula 0.0726, 0.9947 eV; simulated 0.0762, 0.9946 eV
  height ratio: formula 0.1014, simulated 0.0979, kap^2/G^2 = 0.0900
continuum: D(eV)  FWHM formula(eV)  FWHM summed(eV)
  -0.5000  0.2500  0.2524
  -0.2750  0.1873  0.1894
  -0.1768  0.1768  0.1786
  -0.1000  0.1872  0.1885
  +0.0000  0.2500  0.2500
  +0.1250  0.3750  0.3748
  +0.7500  0.5000  0.5000
\end{verbatim}
